# Comment on the claim that inductive mode ends capacitive window bombardment: verification in Python

```python
"""
Result under test: an unshielded inductive coil can keep driving energetic ions
into its dielectric window, although the plasma is in high-density mode.

Scaled symbols: length lambda (Debye length at the sheath edge), speed u_B (Bohm),
potential T (electron temperature in volts), time 1/omega_pi, charge/area e*n*lambda.
drive = coil voltage/T; cap = eps_r*lambda/d (window capacitance);
freq = omega/omega_pi; Q = field at the wall, positive when it attracts ions;
V = plasma potential minus wall potential; a = sqrt(2*pi*m_e/M).
Momentum balance: mean impact speed = 2 - a + mean(Q^2)/2.
The lean estimate uses the least wall charge allowed by the charge balance.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.sparse import lil_matrix
from scipy.sparse.linalg import spsolve

# Rough typical argon reactor parameters, in SI units except where named.
T = 3.0                       # electron temperature, eV
ion_mass = 39.948 * sc.atomic_mass
omega = 2 * np.pi * 13.56e6
base_power = 500.0
loss_area = 0.20
energy_per_pair = 70.0        # total energy lost per electron-ion pair, eV
coil_L = 2.0e-6
base_R = 6.0                  # plasma resistance reflected into the coil
eps_r, window_d = 3.8, 0.02
edge_to_bulk = 0.4
collision_rate = 3.0e7        # electron momentum collision rate
pressure_mTorr, gas_T = 5.0, 400.0
ion_cross_section = 5.0e-19   # rough ion-neutral cross section
coil_radius = 0.10
turn_pitch, strip_width = 0.02, 0.01
a = np.sqrt(2 * np.pi * sc.m_e / ion_mass)
bohm = np.sqrt(sc.e * T / ion_mass)


def edge_density(power):
    return power / (loss_area * energy_per_pair * sc.e * bohm)


def slab_resistance(bulk_density):
    """Surface resistance from the field equation in a 10 cm plasma slab."""
    cells, length = 1000, 0.10
    h = length / cells
    sigma = sc.e**2 * bulk_density / (sc.m_e * (collision_rate + 1j * omega))
    k2 = 1j * omega * sc.mu_0 * sigma
    bands = np.ones((3, cells), dtype=complex)
    bands[1] = -(2 + h*h*k2)
    bands[1, 0] = -(1 + h*h*k2/2)
    rhs = np.zeros(cells, dtype=complex)
    rhs[0] = -h
    field = solve_banded((1, 1), bands, rhs)
    return (1j * omega * sc.mu_0 * field[0]).real


base_density = edge_density(base_power)
base_slab = slab_resistance(base_density / edge_to_bulk)


def operating_point(power, voltage_fraction=1.0):
    n = edge_density(power)
    resistance = base_R * slab_resistance(n / edge_to_bulk) / base_slab
    current = np.sqrt(2 * power / resistance)
    voltage = omega * coil_L * current * voltage_fraction
    debye = np.sqrt(sc.epsilon_0 * T / (sc.e * n))
    omega_pi = np.sqrt(sc.e**2 * n / (sc.epsilon_0 * ion_mass))
    return dict(n=n, R=resistance, I=current, voltage=voltage, debye=debye,
                drive=voltage/T, cap=eps_r*debye/window_d,
                freq=omega/omega_pi)


static_V = np.r_[0.0, np.geomspace(1e-3, 1e5, 20000)]
static_Q = np.sqrt(np.maximum(
    0, 2 * (np.sqrt(1 + 2*static_V) + np.exp(-static_V) - 2)))


def lean_speed(drive, cap, freq):
    theta = np.linspace(0, 6*np.pi, 30001)
    history = -drive*cap*np.cos(theta) - theta/freq
    charge = history - np.minimum.accumulate(history)
    Q = np.interp(charge, static_Q + cap*static_V, static_Q)
    return 2 - a + np.mean(Q[20000:-1]**2)/2


def simulate_sheath(drive, cap, freq):
    """Moving ions, Boltzmann electrons and a capacitively coupled wall.

    A driven sheath widens slowly from the uniform start, so it runs longer.
    """
    run_time = 400 if drive > 0 else 200
    period = 2*np.pi/freq
    steps = int(np.ceil(period/0.05))
    dt = period/steps
    cycles = int(np.ceil(run_time/period))
    first = (cycles - cycles//4)*steps
    cells, h = 400, 0.3
    length = cells*h
    x = np.arange(dt/2, length, dt)
    u = np.ones_like(x)
    eta = np.zeros(cells + 1)
    surface_charge = 0.0
    bands = np.ones((3, cells))
    electron_factor = np.full(cells, h*h)
    electron_factor[-1] = h*h/2 + h*dt/a
    linear_diag = np.full(cells, 2.0)
    linear_diag[-1] = 1 + h*cap
    impacts, wall_V, wall_Q = [], [], []
    inlet_disturbance = 0.0
    for step in range(cycles*steps):
        time = (step + 1)*dt
        coil = drive*min(time/20, 1)*np.cos(freq*time)
        index = (x/h).astype(int)
        part = x/h - index
        ions = dt*(np.bincount(index, 1-part, cells+1)
                   + np.bincount(index+1, part, cells+1))
        source = h*ions[1:]
        source[-1] += h*surface_charge + h*cap*coil
        for iteration in range(60):
            electrons = electron_factor*np.exp(eta[1:])
            residual = eta[:-1] - linear_diag*eta[1:] - electrons + source
            residual[:-1] += eta[2:]
            bands[1] = -linear_diag - electrons
            change = solve_banded((1, 1), bands, -residual,
                                  check_finite=False)
            eta[1:] += change
            if np.max(np.abs(change)) < 1e-6:
                break
        else:
            raise RuntimeError("Poisson iteration did not converge")
        surface_charge -= dt*np.exp(eta[-1])/a
        field = np.empty(cells + 1)
        field[0] = (eta[0]-eta[1])/h
        field[1:-1] = (eta[:-2]-eta[2:])/(2*h)
        field[-1] = cap*(eta[-1]-coil) - surface_charge
        u += dt*((1-part)*field[index] + part*field[index+1])
        x += dt*u
        inside = x < length
        lost = u[~inside]
        surface_charge += dt*len(lost)
        if step >= first:
            impacts.append(lost)
            wall_V.append(-eta[-1])
            wall_Q.append(field[-1])
            inlet_disturbance = max(inlet_disturbance, abs(eta[cells//10]))
        x = np.r_[dt/2, x[inside]]
        u = np.r_[1.0, u[inside]]
    impacts = np.concatenate(impacts)
    wall_V, wall_Q = np.array(wall_V), np.array(wall_Q)
    duration = len(wall_V)*dt
    return dict(
        flux=len(impacts)*dt/duration,
        momentum=np.sum(impacts)*dt/duration,
        balance=2-np.mean(np.exp(-wall_V))+np.mean(wall_Q**2)/2,
        energy=np.mean(impacts**2)/2,
        upper=np.percentile(impacts**2/2, 95),
        mean_V=np.mean(wall_V), peak_V=np.max(wall_V),
        lowest_charge=np.min(wall_Q + cap*wall_V),
        inlet=inlet_disturbance)


def strip_coupling(width):
    """Window charge under parallel strips, relative to a full flat plate."""
    h = 0.0005
    nx = int(round(turn_pitch/(2*h))) + 1
    plane = int(round(window_d/h))
    ny = 3*plane + 1
    matrix = lil_matrix((nx*ny, nx*ny))
    rhs = np.zeros(nx*ny)

    def bond(i, j, weight):
        matrix[i, i] += weight
        matrix[j, j] += weight
        matrix[i, j] -= weight
        matrix[j, i] -= weight

    for y in range(ny):
        row_eps = eps_r if y < plane else 1.0
        if y == plane:
            row_eps = (eps_r + 1)/2
        for ix in range(nx):
            node = y*nx + ix
            if ix < nx-1:
                bond(node, node+1, row_eps*(0.5 if y == ny-1 else 1))
            if y < ny-1:
                side = 0.5 if ix in (0, nx-1) else 1.0
                bond(node, node+nx, side*(eps_r if y < plane else 1.0))
    for ix in range(nx):
        fixed = [(ix, 0.0)]
        if ix*h <= width/2 + 1e-12:
            fixed.append((plane*nx+ix, 1.0))
        for node, value in fixed:
            matrix[node, :] = 0
            matrix[node, node] = 1
            rhs[node] = value
    potential = spsolve(matrix.tocsr(), rhs)
    weights = np.ones(nx)
    weights[[0, -1]] = 0.5
    charge = eps_r*np.sum(weights*potential[nx:2*nx])
    return charge/(eps_r*(nx-1)*h/window_d)


# Resistance scaling is obtained by solving the slab field equation.
double_slab = slab_resistance(2*base_density/edge_to_bulk)
resistance_slope = np.log(double_slab/base_slab)/np.log(2)
assert abs(resistance_slope + 0.5) < 0.03

# Limit in which ion current and sheath voltage do not alter the drive charge.
for q in (2.0, 5.0):
    numeric = lean_speed(q/1e-9, 1e-9, 1e5)
    assert abs(numeric - (2-a+0.75*q*q)) < 0.002*numeric

points = {
    "powered end": operating_point(base_power),
    "balanced end": operating_point(base_power, 0.5),
    "ideal shield": operating_point(base_power, 0.0),
    "double power": operating_point(2*base_power)}
runs, estimates = {}, {}
for name, point in points.items():
    args = (point["drive"], point["cap"], point["freq"])
    runs[name] = simulate_sheath(*args)
    estimates[name] = T*lean_speed(*args)**2/2
    run = runs[name]
    # Five percent covers finite ion steps, grid spacing and residual settling.
    assert abs(run["flux"] - 1) < 0.05, (name, run)
    assert abs(run["momentum"]/run["balance"] - 1) < 0.05, (name, run)
    assert run["lowest_charge"] > -0.2, (name, run)
    # The sheath must not reach the plasma near the ion inlet.
    assert run["inlet"] < 0.5, (name, run)
    assert estimates[name] < T*run["energy"], (name, estimates[name], run)

floating_energy = T*(-np.log(a) + 0.5)
assert abs(T*runs["ideal shield"]["energy"]/floating_energy - 1) < 0.05
assert runs["powered end"]["energy"] > runs["balanced end"]["energy"]
assert runs["balanced end"]["energy"] > runs["ideal shield"]["energy"]
assert runs["double power"]["energy"] > runs["powered end"]["energy"]
assert estimates["powered end"] > 3*floating_energy

assert abs(strip_coupling(turn_pitch) - 1) < 1e-8
coverage = strip_coupling(strip_width)
main, run = points["powered end"], runs["powered end"]
gap_estimate = T*lean_speed(main["drive"], main["cap"]*coverage,
                            main["freq"])**2/2
sheath_width = np.sqrt(2)/3*main["debye"]*(2*run["mean_V"])**0.75
gas_density = pressure_mTorr*1e-3*sc.torr/(sc.k*gas_T)
mean_free_path = 1/(gas_density*ion_cross_section)
collision_fraction = 1-np.exp(-sheath_width/mean_free_path)
return_charge = 0.5*np.pi*coil_radius**2/loss_area
ion_current = sc.e*main["n"]*bohm
skin_depth = sc.c/np.sqrt(sc.e**2*main["n"]/edge_to_bulk
                          / (sc.epsilon_0*sc.m_e))

print(f"Frequency: {omega/(2*np.pi*1e6):.2f} MHz; absorbed power: {base_power:.0f} W")
print(f"Electron temperature: {T:.1f} eV; pair energy cost: {energy_per_pair:.0f} eV")
print(f"Loss area: {loss_area*1e4:.0f} cm2; edge/bulk density: {edge_to_bulk:.2f}")
print(f"Coil inductance: {coil_L*1e6:.1f} uH; plasma resistance: {main['R']:.1f} ohm")
print(f"Coil reactance: {omega*coil_L:.1f} ohm; current amplitude: {main['I']:.2f} A")
print(f"Window thickness: {window_d*100:.1f} cm; relative permittivity: {eps_r:.1f}")
print(f"Window capacitance: {sc.epsilon_0*eps_r/window_d*1e8:.4f} pF/cm2")
print(f"Edge density: {main['n']/1e6:.3e} cm^-3")
print(f"Bulk density: {main['n']/edge_to_bulk/1e6:.3e} cm^-3")
print(f"Bohm speed: {bohm/1000:.3f} km/s; Debye length: {main['debye']*1e6:.2f} um")
print(f"Collisionless skin depth: {skin_depth*100:.2f} cm")
print(f"Scaled drive charge q: {main['drive']*main['cap']:.3f}; omega/omega_pi: {main['freq']:.3f}")
print(f"Scaled window capacitance c: {main['cap']:.5f}; flux ratio a: {a:.5f}")
print(f"Ion current density: {ion_current/10:.3f} mA/cm2")
print(f"Drive displacement current amplitude: {omega*sc.epsilon_0*eps_r*main['voltage']/window_d/10:.3f} mA/cm2")
print(f"Floating-wall impact energy from formula: {floating_energy:.2f} eV")
for name, point in points.items():
    result = runs[name]
    print(f"{name}: coil voltage amplitude {point['voltage']:.1f} V")
    print(f"  sheath voltage mean {T*result['mean_V']:.1f} V, peak {T*result['peak_V']:.1f} V")
    print(f"  ion energy mean {T*result['energy']:.1f} eV, 95th percentile {T*result['upper']:.1f} eV")
    print(f"  lean energy estimate {estimates[name]:.1f} eV; ion outflow/inflow {result['flux']:.3f}")
    print(f"  scaled momentum: impacts {result['momentum']:.3f}, balance {result['balance']:.3f}")
print(f"Double-power edge density: {points['double power']['n']/1e6:.3e} cm^-3")
print(f"Double-power plasma resistance: {points['double power']['R']:.3f} ohm")
print(f"Resistance-density exponent: {resistance_slope:.3f}")
print(f"Powered-end ion power flux: {ion_current*T*run['energy']/1e4:.3f} W/cm2")
print(f"Sheath width estimate: {sheath_width*1000:.3f} mm")
print(f"Pressure: {pressure_mTorr:.1f} mTorr; gas temperature: {gas_T:.0f} K")
print(f"Ion mean free path: {mean_free_path*1000:.2f} mm; colliding fraction: {collision_fraction:.3f}")
print(f"Turn pitch: {turn_pitch*100:.1f} cm; strip width: {strip_width*100:.1f} cm")
print(f"Strip/full-plate coupling: {coverage:.3f}; lean estimate with gaps: {gap_estimate:.1f} eV")
print(f"Grounded-wall/window drive charge per area: {return_charge:.3f}")
print("tests ok")
```

Running it gives:

```
Frequency: 13.56 MHz; absorbed power: 500 W
Electron temperature: 3.0 eV; pair energy cost: 70 eV
Loss area: 2000 cm2; edge/bulk density: 0.40
Coil inductance: 2.0 uH; plasma resistance: 6.0 ohm
Coil reactance: 170.4 ohm; current amplitude: 12.91 A
Window thickness: 2.0 cm; relative permittivity: 3.8
Window capacitance: 0.1682 pF/cm2
Edge density: 8.281e+10 cm^-3
Bulk density: 2.070e+11 cm^-3
Bohm speed: 2.692 km/s; Debye length: 44.74 um
Collisionless skin depth: 1.17 cm
Scaled drive charge q: 6.234; omega/omega_pi: 1.416
Scaled window capacitance c: 0.00850; flux ratio a: 0.00929
Ion current density: 3.571 mA/cm2
Drive displacement current amplitude: 31.531 mA/cm2
Floating-wall impact energy from formula: 15.54 eV
powered end: coil voltage amplitude 2199.9 V
  sheath voltage mean 347.1 V, peak 856.0 V
  ion energy mean 362.6 eV, 95th percentile 500.7 eV
  lean energy estimate 219.2 eV; ion outflow/inflow 1.003
  scaled momentum: impacts 15.443, balance 15.442
balanced end: coil voltage amplitude 1099.9 V
  sheath voltage mean 63.2 V, peak 151.1 V
  ion energy mean 71.4 eV, 95th percentile 105.9 eV
  lean energy estimate 27.5 eV; ion outflow/inflow 1.001
  scaled momentum: impacts 6.789, balance 6.787
ideal shield: coil voltage amplitude 0.0 V
  sheath voltage mean 14.0 V, peak 14.0 V
  ion energy mean 15.5 eV, 95th percentile 15.9 eV
  lean energy estimate 5.9 eV; ion outflow/inflow 1.001
  scaled momentum: impacts 3.222, balance 3.218
double power: coil voltage amplitude 3699.7 V
  sheath voltage mean 546.3 V, peak 1387.8 V
  ion energy mean 575.0 eV, 95th percentile 877.8 eV
  lean energy estimate 333.0 eV; ion outflow/inflow 1.009
  scaled momentum: impacts 19.408, balance 19.407
Double-power edge density: 1.656e+11 cm^-3
Double-power plasma resistance: 4.243 ohm
Resistance-density exponent: -0.500
Powered-end ion power flux: 1.295 W/cm2
Sheath width estimate: 1.251 mm
Pressure: 5.0 mTorr; gas temperature: 400 K
Ion mean free path: 16.57 mm; colliding fraction: 0.073
Turn pitch: 2.0 cm; strip width: 1.0 cm
Strip/full-plate coupling: 0.926; lean estimate with gaps: 183.4 eV
Grounded-wall/window drive charge per area: 0.079
tests ok
```
